# Depletion potential and capacitance law of a nonlinear strontium titanate contact

## Definitions and conventions

A metal occupies \(x<0\) and n-type strontium titanate occupies \(x>0\). The donors have uniform density \(N\) and are all ionized; \(q>0\) is the elementary charge. All quantities depend on \(x\) alone. In the depletion approximation the charge density is \(qN\) for \(0<x<W\) and zero beyond \(W\).

The electrostatic potential \(\phi\) is zero for \(x\ge W\). At the metal \(\phi(0)=-V\), where the band bending \(V>0\) is the built-in value \(V_{bi}\) plus the reverse bias \(V_R\). An electron's potential energy \(-q\phi\) therefore rises by \(qV\) towards the metal. The field points towards the metal, so I use the positive magnitudes \(F=-E_x\) and \(D=-D_x\). From \(E_x=-d\phi/dx\),

\[
\frac{d\phi}{dx}=F .
\]

The relative permittivity is the differential one, which a small ac signal measures on top of a dc field:

\[
\frac{1}{\varepsilon_0}\frac{dD}{dF}=\varepsilon(F)=\frac{b}{\sqrt{a+F^2}},\qquad \varepsilon(0)=\frac{b}{\sqrt a}. \tag{1}
\]

Both \(\sqrt a\) and \(b\) are fields. The result depends on this reading of the permittivity; the other reading, \(D=\varepsilon_0\varepsilon F\), is treated below. Three combinations recur:

\[
B=\varepsilon_0 b,\qquad L=\frac{B}{qN},\qquad V_0=\sqrt a\,L .
\]

They are a charge per area, a length and a voltage. The capacitance per area is \(C=dQ/dV\), with \(Q=qNW\) the depletion charge per area. It is assumed that the depletion edge follows the signal and that no traps contribute.

The results to be derived are

\[
\phi(x)=-V_0\left[\cosh\frac{W-x}{L}-1\right],\qquad W=L\,\operatorname{arcosh}\!\left(1+\frac{V}{V_0}\right), \tag{2}
\]

\[
\frac1{C^2}=\frac{2V}{qN\varepsilon_0\varepsilon(0)}+\frac{V^2}{(\varepsilon_0 b)^2}. \tag{3}
\]

## First derivation: integration in space

Gauss's law is \(dD_x/dx=qN\), or \(dD/dx=-qN\). By (1), \(dD=B\,dF/\sqrt{a+F^2}\), so

\[
\frac{B}{\sqrt{a+F^2}}\frac{dF}{dx}=-qN .
\]

The field vanishes at \(W\), because the bulk beyond is neutral. Dividing by \(B\) and integrating from \(x\) to \(W\) gives

\[
-\operatorname{arsinh}\frac{F(x)}{\sqrt a}=-\frac{W-x}{L}
\quad\Rightarrow\quad
F(x)=\sqrt a\,\sinh\frac{W-x}{L}. \tag{4}
\]

Since \(d\phi/dx=F\) and \(\phi(W)=0\),

\[
\phi(x)=-\int_x^W F\,dx'=-\sqrt a\,L\left[\cosh\frac{W-x}{L}-1\right],
\]

which is the potential in (2). Setting \(\phi(0)=-V\) gives \(\cosh(W/L)=1+V/V_0\), hence the width.

For the capacitance, differentiate \(V=V_0[\cosh(W/L)-1]\):

\[
\frac{dV}{dW}=\frac{V_0}{L}\sinh\frac WL=\sqrt a\,\sinh\frac WL=F(0).
\]

With \(dQ=qN\,dW\),

\[
C=\frac{qN}{F(0)}. \tag{5}
\]

Now write \(u=V/V_0\) and use \(\sinh^2=\cosh^2-1\):

\[
F(0)^2=a\left[(1+u)^2-1\right]=a(2u+u^2).
\]

Therefore

\[
\frac1{C^2}=\frac{a}{(qN)^2}\left(\frac{2V}{V_0}+\frac{V^2}{V_0^2}\right).
\]

Because \(V_0=\sqrt a\,B/(qN)\), the first coefficient is \(2\sqrt a/(qNB)=2/[qN\varepsilon_0\varepsilon(0)]\) and the second is \(1/B^2\). This is (3). Within the stated model no series has been truncated.

The capacitance also has a picture in terms of thin slabs. Gauss's law gives \(-dF/dx=qN/[\varepsilon_0\varepsilon(F)]\). Integrating over the layer and dividing by \(qN\),

\[
\frac1C=\frac{F(0)}{qN}=\int_0^W\frac{dx}{\varepsilon_0\,\varepsilon(F(x))}. \tag{6}
\]

The layer is a series of slabs, each with its local differential permittivity. Slabs near the metal, where the field is high, add more to \(1/C\) than equally thick slabs near the edge. Hence \(C\) is not \(\varepsilon_0\varepsilon(F(0))/W\).

## Second derivation: the energy integral

This route uses the local band bending \(\psi=-\phi\) in place of position. Then \(d\psi/dx=-F\), and for a charge density \(\rho(\psi)\) Gauss's law is \(dD/dx=-\rho(\psi)\). Multiply by \(F\):

\[
F\frac{dD}{dx}=-\rho F=\rho(\psi)\frac{d\psi}{dx}.
\]

Integrating from the neutral bulk, where \(D\), \(F\) and \(\psi\) vanish, gives

\[
\int_0^D F\,dD'=\int_0^\psi\rho(\psi')\,d\psi'. \tag{7}
\]

The left side is the field energy density, including the energy stored in the dielectric. With (1) it becomes

\[
\int_0^F\frac{BF'\,dF'}{\sqrt{a+F'^2}}=B\left(\sqrt{a+F^2}-\sqrt a\right).
\]

In the depletion approximation the right side is \(qN\psi\). Dividing by \(B\sqrt a\), and using \(qN/(B\sqrt a)=1/V_0\),

\[
\sqrt{1+\frac{F^2}{a}}=1+\frac{\psi}{V_0}
\quad\Rightarrow\quad
F^2=a\left[\left(1+\frac{\psi}{V_0}\right)^2-1\right]. \tag{8}
\]

At the metal \(\psi=V\), and by Gauss's law \(D(0)=Q\). Differentiating (7) there with respect to \(V\) gives \(F(0)\,dQ/dV=qN\), which is (5). Inserting (8) at \(\psi=V\) gives (3), without the width or the profile having been found.

The potential follows from one more integration. On the depleted side (8) reads

\[
\frac{d\psi}{dx}=-\sqrt a\,\sqrt{\left(1+\frac{\psi}{V_0}\right)^2-1}.
\]

Put \(1+\psi/V_0=\cosh\theta\) with \(\theta\ge0\). Then \(d\psi=V_0\sinh\theta\,d\theta\), the root is \(\sinh\theta\), and for \(\theta>0\)

\[
\frac{d\theta}{dx}=-\frac{\sqrt a}{V_0}=-\frac1L .
\]

With \(\theta(W)=0\) this gives \(\theta=(W-x)/L\), and \(\phi=-\psi\) is again (2).

As a test of both routes, Poisson's equation was integrated numerically for the parameters of the example below. At \(V=1.2\) and 4.2 V the fields and potentials agreed with (4) and (2) to one part in \(10^6\). The depletion charge was then differenced at seven values of \(V\) from 0.6 to 4.2 V, for \(N=10^{19}\) and \(4\times10^{19}\ \mathrm{cm^{-3}}\). The resulting \(1/C^2\) agreed with (3) to two parts in \(10^5\).

## What each derivation assumes

Both derivations assume one-dimensional electrostatics and a local, single-valued relation between \(D\) and \(F\). Hysteresis, or a dependence of polarization on its own gradient, would invalidate both. They differ in what must be known about the charge.

**The spatial route needs the charge as a function of position.** It can therefore accept nonuniform doping \(N(x)\). Then \(D(x)=q\int_x^W N\,dx'\), and moving the edge by \(dW\) raises \(D\) by \(qN(W)\,dW\) at every point of the layer. The field rises by \(qN(W)\,dW/[\varepsilon_0\varepsilon(F)]\), and the voltage by the integral of this over the layer. Dividing by \(dQ=qN(W)\,dW\) recovers the slab integral in (6). The form (3), however, used constant \(N\).

**The energy route needs the charge as a function of potential.** It can therefore accept mobile electrons, and so test the sharp depletion edge. For Boltzmann electrons \(\rho=qN(1-e^{-\psi/V_T})\), with \(V_T=k_BT/q\), and the right side of (7) at the metal is

\[
qN\left[V-V_T\left(1-e^{-V/V_T}\right)\right].
\]

Differentiating (7) now gives \(C=qN(1-e^{-V/V_T})/F(0)\). For \(V\gg V_T\) the exponentials are negligible, and (3) holds with \(V\) replaced by \(V-V_T\) in both terms. This thermal correction is the same voltage shift as for a constant permittivity.

## Weak and strong nonlinearity

The ratio of the quadratic to the linear term in (3) is \(u/2=V/(2V_0)\). For \(u\ll1\) the quadratic term drops out and the straight line for constant permittivity \(\varepsilon(0)\) remains. Since \(V_0\propto1/N\), a more heavily doped crystal is more nonlinear at the same band bending.

For \(u\gg1\) the quadratic term dominates and

\[
C\to\frac{\varepsilon_0 b}{V},
\]

independent of doping. In this limit \(\cosh(W/L)\simeq e^{W/L}/2\), so \(W\simeq L\ln(2u)\): the layer widens slowly while the permittivity near the metal collapses.

This strong-field limit belongs to the empirical law (1), and a real contact may break down before reaching it: in the example below, a field of 2 MV/cm corresponds to only \(u\approx3.4\). Compare a cubic Landau law, \(F=\alpha D+\beta D^3\). Expanding (4), written as \(F=\sqrt a\sinh(D/B)\), to third order gives the matching coefficients

\[
\alpha=\frac{\sqrt a}{B},\qquad \beta=\frac{\sqrt a}{6B^3}.
\]

For the cubic law (7) gives \(qNV=\alpha D^2/2+\beta D^4/4\). At large \(V\), \(D\propto V^{1/4}\) and \(F\propto D^3\propto V^{3/4}\), so by (5) \(1/C^2\propto V^{3/2}\), not \(V^2\).

At small \(V\) the two laws agree through second order. Solving the energy relation for \(D^2\) gives \(D^2=2qNV/\alpha-\beta D^4/(2\alpha)\). Then

\[
F^2=\alpha^2D^2+2\alpha\beta D^4+\dots
=2\alpha qNV+\tfrac32\alpha\beta D^4+\dots
\]

To this order \(D^4=4(qNV)^2/\alpha^2\), and the second term is \(6\beta(qNV)^2/\alpha=(qNV)^2/B^2\). Division by \((qN)^2\) reproduces the quadratic term of (3). The initial curvature is thus common to both laws, while the absence of higher terms is particular to (1).

## When the permittivity is read as \(D/(\varepsilon_0F)\)

Suppose instead that \(D=BF/\sqrt{a+F^2}\). Then \(D\) saturates at \(B\), and inversion gives \(F=\sqrt a\,D/\sqrt{B^2-D^2}\). From (7),

\[
qNV=\int_0^{D(0)}F\,dD=\sqrt a\left[B-\sqrt{B^2-D(0)^2}\right],
\]

so \(\sqrt{B^2-D(0)^2}=B(1-u)\). Hence \(D(0)^2=B^2[1-(1-u)^2]\), and (5), which does not depend on the dielectric law, gives

\[
\frac1{C^2}=\frac{a}{(qN)^2}\left[\frac1{(1-u)^2}-1\right]
=\frac{a}{(qN)^2}\left(2u+3u^2+4u^3+\dots\right).
\]

The series does not stop at the quadratic term, whose coefficient is three times that in (3). The band bending cannot reach \(V_0\). The two-term law therefore requires the differential reading.

## Worked example

Take \(\varepsilon(0)=300\), \(b=140\) MV/cm, \(N=10^{19}\ \mathrm{cm^{-3}}\), \(V_{bi}=1.2\) V and \(T=300\) K. Then \(\sqrt a=140/300=0.4667\) MV/cm and \(B=12.396\ \mathrm{\mu C/cm^2}\). Dividing \(B\) by \(qN\) gives \(L=77.37\) nm, and

\[
V_0=(0.4667\ \mathrm{MV/cm})(77.37\ \mathrm{nm})=3.611\ \mathrm V .
\]

The coefficients of (3) are \(2V_0/B^2=0.0470\ \mathrm{cm^4/(\mu F^2\,V)}\) and \(1/B^2=0.00651\ \mathrm{cm^4/(\mu F^2\,V^2)}\). At zero bias

\[
\frac1{C^2}=0.0470(1.2)+0.00651(1.2)^2=0.0564+0.0094=0.0658\ \mathrm{cm^4/\mu F^2},
\]

so \(C=3.90\ \mathrm{\mu F/cm^2}\). The width is 61.5 nm and the field at the metal 0.411 MV/cm, where the permittivity has fallen to 225. The potential is \(-1.20\), \(-0.53\) and \(-0.14\) V at 0, 20 and 40 nm. A constant permittivity of 300 would give \(4.21\ \mathrm{\mu F/cm^2}\), and the reading \(D=\varepsilon_0\varepsilon F\) would give 3.08.

At 3 V reverse bias, \(V=4.2\) V, the two terms are 0.197 and \(0.115\ \mathrm{cm^4/\mu F^2}\), and \(C=1.79\ \mathrm{\mu F/cm^2}\). The quadratic share of \(1/C^2\) has grown from 14 % to 37 %. The other values are in the numerical output.

## Reading capacitance data

Differentiating (3) gives

\[
\frac{d(1/C^2)}{dV}=\frac{2}{qN\varepsilon_0\varepsilon(0)}\left(1+\frac V{V_0}\right).
\]

If this slope is read with constant \(\varepsilon(0)\), the apparent doping is \(N/(1+u)\). In the example it falls from \(7.5\times10^{18}\) to \(4.6\times10^{18}\ \mathrm{cm^{-3}}\) between 0 and 3 V, although the true doping is uniform. A straight line fitted to seven equally spaced points over that range gives \(5.7\times10^{18}\ \mathrm{cm^{-3}}\) and a built-in value of 0.70 V instead of 1.20 V.

A quadratic fit \(c_0+c_1V_R+c_2V_R^2\) avoids this error within the model. With \(A=2/[qN\varepsilon_0\varepsilon(0)]\) and \(V=V_{bi}+V_R\),

\[
c_2=\frac1{B^2},\qquad c_1=A+2c_2V_{bi},\qquad c_0=AV_{bi}+c_2V_{bi}^2 .
\]

In \(c_1^2-4c_0c_2\) the terms containing \(V_{bi}\) cancel, leaving \(A^2\). Hence

\[
A=\sqrt{c_1^2-4c_0c_2},\qquad V_{bi}=\frac{c_1-A}{2c_2},\qquad N=\frac{2}{q\varepsilon_0\varepsilon(0)A}.
\]

The curvature alone gives \(b\); the doping still needs an independent \(\varepsilon(0)\). With the mobile-electron tail the fitted voltage is \(V_{bi}-V_T\). The fit is also sensitive to the dielectric law and to noise. For the seven points of the example, data from the matched cubic law, which differ by less than 2 % in \(C\), return \(0.94\times10^{19}\ \mathrm{cm^{-3}}\), 1.16 V and \(b=155\) MV/cm. Random errors of 1 % in \(C\) spread the doping over about 0.8 to \(1.4\times10^{19}\ \mathrm{cm^{-3}}\) and the built-in value over 1.0 to 1.5 V.

## The model beside a real contact

The inputs are rough typical values for a high-barrier metal on lightly niobium-doped strontium titanate near room temperature. Real contacts can have a thin interfacial layer of low permittivity. For an assumed ratio of thickness to permittivity \(\lambda=0.02\) nm, the quadratic fit returns \(1.05\times10^{19}\ \mathrm{cm^{-3}}\) and 1.23 V. At zero bias the capacitance rises by 1.2 %, although a capacitor has been added in series. The reason is that the layer also takes a voltage \(\lambda D(0)/\varepsilon_0\) from the semiconductor. At fixed total voltage the first-order change is

\[
\delta\!\left(\frac1C\right)=\frac{\lambda}{\varepsilon_0}\left[1-\frac{D(0)}{\varepsilon_0\varepsilon(F(0))F(0)}\right].
\]

The 1 is the series term. The other follows from \(dF(0)/dV=C/[\varepsilon_0\varepsilon(F(0))]\) and (5). The bracket vanishes for constant permittivity. Here it is negative, because \(D/F\) averages the permittivity over fields below \(F(0)\), where it is larger. The formula is accurate only for a very thin layer: at \(\lambda=0.02\) nm it gives a rise of 1.8 % in \(C\), and higher orders reduce this to the 1.2 % quoted. The zero-bias change passes through zero near \(\lambda=0.06\) nm; at \(\lambda=0.1\) nm \(C\) falls by 4.5 % and the quadratic fit returns \(1.25\times10^{19}\ \mathrm{cm^{-3}}\) and 1.60 V.

Other corrections to \(C\), each taken alone, are:

- The mobile-electron tail adds 1.3 % at zero bias. Its voltage shift is 26 mV with Boltzmann statistics, and also with Fermi statistics for three equivalent bands of masses 0.7, 0.7 and 6, which leave the bulk nondegenerate; a single isotropic band of mass 0.7 would give 29 mV.
- The matched cubic Landau law gives 1.9 % more at 3 V.
- A 50 K rise lowers \(\varepsilon(0)\) to 252, for a Curie–Weiss temperature of 35 K (a rough value) and fixed \(b\). It lowers \(C\) by 7.2 % at zero bias, the largest of the effects listed for these assumed inputs. The figure depends on holding \(b\) fixed: if \(b\) rose by 15 % over the same interval, \(C\) would fall by 5.8 % at zero bias and by only 1.4 % at 3 V.

Tunnelling and image-force lowering act on the current. At 3 V, in the WKB approximation and with quantum reflection at the metal neglected, tunnelling through the upper part of the barrier multiplies thermionic emission by about 66 for a mass of 0.7 electron masses, and by about 4 for a mass of 6. The image force lowers the barrier by about 0.16 eV for an optical permittivity of 5. For a single isotropic band of the lighter mass, multiplying thermionic emission by both enhancements gives a leakage of order \(10^{-10}\ \mathrm{A/cm^2}\), against an ac current of about \(10^{-2}\ \mathrm{A/cm^2}\) for 10 mV at 100 kHz. The product overstates the joint effect, because the image force also rounds the barrier top and so leaves less to gain by tunnelling: WKB on the barrier with the image potential included gives about 15 times less, near \(10^{-11}\ \mathrm{A/cm^2}\). On the other side, the estimate omits the several anisotropic conduction bands of strontium titanate, which raise the emission severalfold, and defects and patches of low barrier, which can raise the leakage further.

The field at the metal is 0.90 MV/cm at 3 V and would reach 2 MV/cm, a rough trial limit for breakdown, near 11 V reverse bias.

## Numbers as computed

```
eps(0) = 300, T = 300 K
b = 140.0 MV/cm
sqrt(a) = 0.4667 MV/cm
a = 0.2178 (MV/cm)^2
donor density N = 1.00e+19 cm^-3
built-in band bending = 1.20 V
eps0*b = 12.396 uC/cm2
length L = 77.37 nm
voltage V0 = 3.611 V
linear coefficient = 0.04699 cm4/(uF2 V)
quadratic coefficient = 0.006508 cm4/(uF2 V2)
reverse bias 0 V: V = 1.2 V, V/V0 = 0.3324
  W = 61.45 nm, F(0) = 0.4109 MV/cm, eps at metal = 225.2
  C = 3.899 uF/cm2, 1/C^2 = 0.06577 cm4/uF2
  linear = 0.05639, quadratic = 0.00937 cm4/uF2, quadratic share = 14.2 %
reverse bias 1 V: V = 2.2 V, V/V0 = 0.6093
  W = 81.58 nm, F(0) = 0.5884 MV/cm, eps at metal = 186.4
  C = 2.723 uF/cm2, 1/C^2 = 0.13489 cm4/uF2
  linear = 0.10339, quadratic = 0.03150 cm4/uF2, quadratic share = 23.4 %
reverse bias 2 V: V = 3.2 V, V/V0 = 0.8863
  W = 96.61 nm, F(0) = 0.7464 MV/cm, eps at metal = 159.0
  C = 2.147 uF/cm2, 1/C^2 = 0.21703 cm4/uF2
  linear = 0.15038, quadratic = 0.06664 cm4/uF2, quadratic share = 30.7 %
reverse bias 3 V: V = 4.2 V, V/V0 = 1.1633
  W = 108.82 nm, F(0) = 0.8952 MV/cm, eps at metal = 138.7
  C = 1.790 uF/cm2, 1/C^2 = 0.31218 cm4/uF2
  linear = 0.19738, quadratic = 0.11480 cm4/uF2, quadratic share = 36.8 %
zero bias: phi(0 nm) = -1.2000 V
zero bias: phi(20 nm) = -0.5307 V
zero bias: phi(40 nm) = -0.1397 V
zero bias, constant eps(0): C = 4.211 uF/cm2
zero bias, D = eps0*eps*E reading: C = 3.079 uF/cm2
that reading: band bending limit = 3.611 V
apparent N from slope at 0 V = 7.505e+18 cm^-3
apparent N from slope at 3 V = 4.623e+18 cm^-3
straight fit 0-3 V: N = 5.721e+18 cm^-3, Vbi = 0.702 V
quadratic fit 0-3 V: N = 1.000e+19 cm^-3, Vbi = 1.200 V
interface layer thickness/permittivity = 0.020 nm
with layer: C(0 V) = 3.946 uF/cm2, change = 1.2 %
with layer: C(3 V) = 1.829 uF/cm2, change = 2.2 %
with layer, quadratic fit: N = 1.052e+19 cm^-3, Vbi = 1.230 V
electron tail: kT/q = 25.85 mV, Fermi shift = 26.21 mV
tail changes C(0 V) by 1.27 %
cubic Landau law changes C(3 V) by 1.93 %
50 K rise: eps(0) = 252.4, C(0 V) changes by -7.2 %
tunnelling gain at 3 V: mass 0.7 m0: 66.4, mass 6.0 m0: 4.11
image-force lowering at 3 V = 0.161 eV (eps_opt 5)
barrier from Fermi level = 1.265 eV
leakage estimate at 3 V = 1.4e-10 A/cm2
ac current, 100 kHz, 10 mV, at 3 V = 1.1e-02 A/cm2
reverse bias for F(0) = 2.0 MV/cm: 11.08 V
```
